# Why the Plain Fermi Function Miscounts Electrons on Donors

## Question

I am estimating how many electrons remain in the conduction band when an annealed phosphorus implant in silicon is cooled to 40 K. Each donor has a bound level at energy \(E_D\), and I assume that it can hold at most one electron. I therefore used

\[
f=\frac{1}{1+e^{(E_D-\mu)/kT}}
\]

for the probability that a donor is occupied. A colleague says that this is wrong and that a numerical factor belongs in front of the exponential. But "zero or one electron" is exactly the situation that the Fermi function describes. Where could a factor come from, and would it change my carrier density noticeably?

## Answer

The Fermi function describes one **spin orbital**, a single quantum state that is either empty or full. Your donor has one spatial orbital but two spin orbitals. They are not independent, because an electron in one prevents a second electron from entering the other. "At most one electron" is true of both systems, but the donor has two ways of holding that electron.

### Counting the states

Let \(\mu\) be the chemical potential, \(k\) Boltzmann's constant and \(T\) the temperature. Let \(E_D\) be the energy for adding the first electron, and \(U\) the repulsion between two electrons on the same donor. Take no magnetic field and, for now, no excited bound states. The donor then has four states:

- empty, with energy 0;
- one electron with spin up, with energy \(E_D\);
- one electron with spin down, with energy \(E_D\);
- two electrons, with energy \(2E_D+U\).

In equilibrium, a state with energy \(E\) and \(N\) electrons has weight \(e^{-(E-\mu N)/kT}\). With

\[
x=e^{-(E_D-\mu)/kT},
\]

the sum of the weights, the grand partition function, is

\[
Z=1+x+x+x^2e^{-U/kT}=1+2x+x^2e^{-U/kT}.
\]

Differentiating a weight with respect to \(\mu\) multiplies it by \(N/kT\). The mean electron number is therefore

\[
\langle N\rangle=kT\frac{\partial\ln Z}{\partial\mu}
=\frac{2x+2x^2e^{-U/kT}}{1+2x+x^2e^{-U/kT}},
\]

where \(kT\,\partial x/\partial\mu=x\) has been used.

The doubly occupied state has the following weight relative to the two singly occupied states together:

\[
\frac{x^2e^{-U/kT}}{2x}=\frac12e^{-(E_D+U-\mu)/kT}.
\]

It can be dropped when \(E_D+U-\mu\gg kT\). A large \(U\) alone is not the criterion; the position of \(\mu\) matters too. Dropping it and dividing numerator and denominator by \(2x\) gives

\[
f_D=\frac{2x}{1+2x}=\frac{1}{1+\frac{1}{2x}}
=\boxed{\frac{1}{1+\frac12e^{(E_D-\mu)/kT}}}.
\]

This is your colleague's factor: one half. The probability that the donor is ionized is

\[
1-f_D=\frac{1}{1+2x}=\frac{1}{1+2e^{(\mu-E_D)/kT}},
\]

so the factor there is 2, not one half.

### What the plain function would mean

If the electrons did not repel, \(U=0\) and \(Z=(1+x)^2\). The spin orbitals would be independent, and

\[
\langle N\rangle=\frac{2x(1+x)}{(1+x)^2}=\frac{2x}{1+x}=2f.
\]

Thus \(f\) is not the donor's electron number in this case either. Repulsion reduces the number from \(2f\) to \(f_D\), which still exceeds \(f\). At \(\mu=E_D\), the three values are \(f=1/2\), \(f_D=2/3\) and \(2f=1\).

The plain form does return if one spin state is removed. Let a magnetic field shift the two spin energies by \(-h\) and \(+h\), with double occupation still forbidden. Then

\[
Z=1+xe^{h/kT}+xe^{-h/kT}.
\]

For \(h\gg kT\) the last term is negligible beside the second, and the occupation becomes a plain Fermi function with its level at \(E_D-h\). For a free-electron spin moment, \(h=kT\) at 40 K already requires about 60 T, and the plain limit needs a field well above that. This limit only illustrates the spin counting: at 60 T the cyclotron energy for the transverse mass of silicon is about 37 meV, comparable to the binding energy, so \(E_D\) and the band would change as well. Nor does the spin splitting restore the plain carrier density: an equal splitting of the band states multiplies the band's Boltzmann sum and the donor's one-electron weight by the same factor \(\cosh(h/kT)\), which leaves the density unchanged.

The factor can also be read as entropy. Since \(\frac12=e^{-\ln2}\),

\[
f_D=\frac{1}{1+e^{(E_D-kT\ln2-\mu)/kT}}.
\]

The occupied donor has two equally likely spin states and hence spin entropy \(k\ln2\), which lowers its free energy by \(kT\ln2\). Half filling occurs at \(\mu=E_D-kT\ln2\). You may use the plain form if you put this temperature-dependent level into it, but not if you insert the fixed energy \(E_D\).

At given \(\mu\), the error in occupation is

\[
f_D-f=\frac{2x}{1+2x}-\frac{x}{1+x}
=\frac{2x(1+x)-x(1+2x)}{(1+2x)(1+x)}
=\frac{x}{1+3x+2x^2}
=\frac{1}{3+2x+1/x}.
\]

It is largest where \(2x+1/x\) is smallest. Setting the derivative \(2-1/x^2\) to zero gives \(x=1/\sqrt2\), and the gap is \(1/(3+2\sqrt2)=3-2\sqrt2\approx0.172\).

### The same factor without a chemical potential

Consider a closed crystal with \(S\) donors, \(M\) band spin orbitals at energy zero and \(N_e\) electrons. If \(k_b\) electrons are bound, there are \(\binom{S}{k_b}\) choices of occupied donors, \(2^{k_b}\) spin arrangements and \(\binom{M}{N_e-k_b}\) band arrangements. The total weight is

\[
W(k_b)=\binom{S}{k_b}2^{k_b}e^{-k_bE_D/kT}\binom{M}{N_e-k_b}.
\]

In a large crystal the most probable \(k_b\) is where adding one bound electron leaves \(W\) unchanged. Using the ratios of successive binomial coefficients and neglecting 1 beside large numbers,

\[
1=\frac{W(k_b+1)}{W(k_b)}\approx
\frac{S-k_b}{k_b}\,2e^{-E_D/kT}\,\frac{n_b}{M-n_b},
\qquad n_b=N_e-k_b.
\]

The band orbitals are independent spin orbitals, so \(n_b/(M-n_b)=e^{\mu/kT}\). Hence \(k_b/(S-k_b)=2x\), which is \(f_D/(1-f_D)=2x\) again.

For 400 donors with \(E_D=-2kT\), 1200 band orbitals and 400 electrons, the full sum over \(k_b\) gives a mean occupation of 0.6568. With \(\mu\) fixed in each case by the total of 400 electrons, the donor formula gives 0.6565 and the plain function 0.5597. At the \(\mu\) that the crystal actually has, the plain function gives about 0.49.

### From occupation to carrier density

Let \(N_D\) and \(N_A\) be the donor and acceptor densities and \(n\) the conduction-electron density. I assume that every acceptor has captured an electron and that holes are negligible. Neutrality then requires

\[
n+N_A=N_D(1-f_D).
\]

For a dilute band with its edge at \(E_c\), \(n=N_ce^{(\mu-E_c)/kT}\). Here \(N_c\) is the sum of Boltzmann factors over band states per unit volume. Silicon has six equivalent valleys, each with one longitudinal mass \(m_l\) and two transverse masses \(m_t\). With two spins and three Gaussian momentum integrals,

\[
N_c=2\cdot6\prod_{i=1}^{3}\int\frac{dq_i}{2\pi}\,e^{-\hbar^2q_i^2/2m_ikT}
=12\sqrt{m_lm_t^2}\left(\frac{2\pi kT}{h_P^2}\right)^{3/2},
\]

where \(h_P=2\pi\hbar\) is Planck's constant.

Define the binding energy \(E_b=E_c-E_D\). Then \(x=(n/N_c)e^{E_b/kT}\). Write \(g\) for the number of one-electron states: \(g=2\) for the donor, while \(g=1\) reproduces the plain function. The ratio of ionized to neutral donors is

\[
\frac{1-f_D}{f_D}=\frac{1}{gx}=\frac{K}{n},
\qquad K=\frac{N_c}{g}e^{-E_b/kT}.
\]

The ionized density is \(n+N_A\), and the neutral density is \(N_D-N_A-n\). Therefore

\[
n(n+N_A)=K(N_D-N_A-n),
\]

whose positive root is

\[
n=\frac{-(N_A+K)+\sqrt{(N_A+K)^2+4K(N_D-N_A)}}{2}.
\]

In deep freeze-out \(K\) is small, and there are two limits:

- Without acceptors, \(n\approx\sqrt{KN_D}\). The plain function doubles \(K\) and overstates \(n\) by \(\sqrt2\).
- With \(n\ll N_A\), \(n\approx K(N_D-N_A)/N_A\). The overstatement is then a factor of 2.

### Your implant at 40 K

Take a dose of \(2\times10^{12}\) cm⁻² spread evenly over 2 µm and fully activated:

\[
N_D=\frac{2\times10^{12}\ \text{cm}^{-2}}{2\times10^{-4}\ \text{cm}}
=10^{16}\ \text{cm}^{-3}.
\]

Let \(N_A=10^{13}\) cm⁻³, \(E_b=45\) meV, \(m_l=0.92\) and \(m_t=0.19\) electron masses. These are rough typical values. At 40 K, \(kT=3.447\) meV and \(N_c=1.336\times10^{18}\) cm⁻³, so

\[
K=\frac{1.336\times10^{18}}{2}\,e^{-45/3.447}
=1.43\times10^{12}\ \text{cm}^{-3}.
\]

Here \(N_A+K=1.143\times10^{13}\) cm⁻³, and the square root in the solution is \(2.392\times10^{14}\) cm⁻³. Thus

\[
n=\frac{2.392\times10^{14}-0.114\times10^{14}}{2}
=1.14\times10^{14}\ \text{cm}^{-3}.
\]

With \(g=1\), the same equation gives \(1.63\times10^{14}\) cm⁻³, which is 43% above the two-spin result. About 98.8% of the donors are neutral in the two-spin model.

The error becomes larger if you work backwards. Solving the neutrality equation for the donor density gives

\[
N_D=N_A+n+\frac{n(n+N_A)}{K}.
\]

Suppose the true density is \(n=1.139\times10^{14}\) cm⁻³, but you use the plain value \(K=2.858\times10^{12}\) cm⁻³. You then infer

\[
N_D=1.239\times10^{14}+
\frac{(1.139\times10^{14})(1.239\times10^{14})}{2.858\times10^{12}}
\approx5.06\times10^{15}\ \text{cm}^{-3}.
\]

Within this model a fully active implant would appear only 51% active, and you might blame the anneal for a missing spin factor. The factor of about 2 between \(g=1\) and \(g=2\) holds while the neutral-donor term \(n(n+N_A)/K\) dominates \(N_D\); it falls to 1.8 for \(N_A=10^{15}\) cm⁻³ and to 1.5 at 77 K. The percentage is also sensitive to the other inputs, because \(N_D\) scales roughly as \(n^2/K\). Even with \(g=2\) and 45 meV in the analysis, you would infer 84% if the true binding were 45.6 meV, and 144% if the true density were the screened value given below.

### How far to trust the numbers

The two-spin formula corrects the counting, but it is still a model of isolated donors with one bound orbital. The inputs matter too: a binding of 45.6 meV instead of the rounded 45 meV lowers \(n\) at 40 K by 8 to 9%. With the inputs held fixed, the main omissions at 40 K are as follows.

**Excited bound states.** If double occupation remains forbidden, each extra one-electron state adds its Boltzmann factor to \(g\). The six valleys give the donor's lowest shell twelve states including spin, and the short-range part of the donor potential splits them. Representing the upper part by ten states 12 meV above the ground pair gives

\[
g=2+10e^{-12/3.447}=2.31,
\]

which lowers \(n\) by 7%. Placing 48 next-shell states at 34 meV adds only 0.0025 to \(g\).

**Screening.** Charge around an ionized donor changes its potential energy for an electron from \(-e^2/4\pi\varepsilon r\) to \(-(e^2/4\pi\varepsilon r)e^{-r/L}\). For \(r\ll L\) the difference is \(+e^2/4\pi\varepsilon L\), a reduction in binding. I estimate \(L\) from the response of band and bound electrons to a small potential:

\[
L=\sqrt{\frac{\varepsilon kT}{e^2[n+N_Df_D(1-f_D)]}}.
\]

With an assumed relative permittivity of 11.7, \(L\approx97\) nm and the binding falls by about 1.3 meV. This raises \(n\) by about 21%. It is a first-order estimate, not a precise correction. Recomputing \(L\) from the screened density until it settles gives 23%. A sphere of radius \(L\) holds only about 0.9 screening charges at 40 K and 0.5 at 77 K, whereas linear screening assumes many.

**Double occupation.** If a second electron is bound by roughly 2 meV, the doubly occupied state has probability \(8\times10^{-5}\), so forbidding it is safe here.

Temperature changes the balance. These are densities in cm⁻³:

| \(T\) | plain | two spins | with split shell | with screening |
|---|---:|---:|---:|---:|
| 40 K | 1.63×10¹⁴ | 1.14×10¹⁴ | 1.06×10¹⁴ | 1.38×10¹⁴ |
| 77 K | 4.65×10¹⁵ | 3.59×10¹⁵ | 2.82×10¹⁵ | 4.64×10¹⁵ |
| 300 K | 9.97×10¹⁵ | 9.95×10¹⁵ | 9.82×10¹⁵ | 9.95×10¹⁵ |

The last two columns each add one effect to the two-spin model. At 77 K the screened result in the table nearly equals the plain one; with \(L\) recomputed until it settles, it is \(4.76\times10^{15}\) cm⁻³, slightly above the plain value. That agreement is accidental: a missing spin state and a missing reduction in binding happen to offset each other. Relative to the two-spin value, screening raises \(n\) by 29% and the split shell lowers it by 22%. These shifts partly cancel, but both are large and only roughly estimated, so the two-spin value should not be taken as an accurate absolute prediction there.

At 300 K the choice between \(g=1\) and \(g=2\) changes \(n\) by only 0.2%, because few donors are neutral. The neutral density itself still nearly doubles. The sum over excited states is not converged at this temperature: the next-shell estimate adds 12.9 to a \(g\) of 8.3. It is not fully converged at 77 K either. There the next shell adds 0.29 to 3.64 and takes the reduction in \(n\) from 22% to 24%, and two further hydrogenic shells would take it to about 27%, although states bound by less than \(kT\) are not cleanly separable from band states.

For a real n-well, the dose and depth above are plausible, but \(N_A=10^{13}\) cm⁻³ describes a high-resistivity wafer. With a background of \(10^{15}\) cm⁻³, the compensated limit gives \(n\approx1.43\times10^{12}\times9=1.3\times10^{13}\) cm⁻³ at 40 K, about nine times lower, and the plain function is then wrong by nearly 2. This is the isolated-donor value. About 10% of the donors are now charged, and the screening estimate above gives \(L\approx49\) nm and a 2.5 meV reduction in binding, which doubles \(n\) to about \(2.6\times10^{13}\) cm⁻³. By this estimate, which here has only about 0.5 screening charges within \(L\) and is therefore rough, screening is as large an effect as the spin factor, and with both cases screened the drop is about fivefold. A real implant profile is also uneven, so \(n\) varies with depth. Finally, a surface band bending of 0.5 V creates a space charge of width \(\sqrt{2\varepsilon V/eN_D}\approx250\) nm, about 13% of the layer. At 40 K the free electrons are lost over a larger depth, because they vanish at a bending of about \(kT\) while the frozen-out donors ionize only at several \(kT\). Integrating Poisson's equation with the two-spin occupation and \(N_A=10^{13}\) cm⁻³ gives a loss equal to about 415 nm, or 21% of the layer, and \(n\) reaches 90% of its bulk value only near 570 nm. The junction to the substrate removes additional electrons. The abrupt estimate with 1.1 V gives about 125 nm on the n side for \(N_A=10^{15}\) cm⁻³ and 12 nm for \(10^{13}\) cm⁻³, but it falls short for the same reason: integrating Poisson's equation across the junction to a boron-doped substrate at 40 K gives losses of about 180 nm and 160 nm. These losses reduce the carriers per unit area without changing \(n\) in the neutral part. The numerical output below gives the inputs and intermediate values for the main case and the table.

## Computed values

```
OCCUPATION (dimensionless)
(mu-E_D)/kT=-2: plain 0.1192, donor 0.2130, U=0 0.2384
(mu-E_D)/kT=+0: plain 0.5000, donor 0.6667, U=0 1.0000
(mu-E_D)/kT=+2: plain 0.8808, donor 0.9366, U=0 1.7616
largest donor-minus-plain gap: 0.17157
at (mu-E_D)/kT: -0.3466
closed crystal, 400 donors: 0.65681
open crystal, donor formula: 0.65648
open crystal, plain function: 0.55968
N-WELL INPUTS (rough typical values)
dose: 2.00e+12 cm^-2; depth: 2.0 um
donors N_D: 1.00e+16 cm^-3; acceptors N_A: 1.00e+13 cm^-3
binding energy: 45.0 meV
masses: long 0.92, trans 0.19 m_e; valleys 6
density-of-states mass: 1.0614 m_e
relative permittivity: 11.7
MAIN CASE
temperature: 40 K; kT: 3.4469 meV
kT ln 2: 2.3892 meV
N_c: 1.3359e+18 cm^-3
K, plain: 2.8578e+12 cm^-3
K, two spins: 1.4289e+12 cm^-3
(mu-E_c): -32.297 meV
donor occupation: 0.98761
n, plain: 1.6266e+14 cm^-3
n, two spins: 1.1390e+14 cm^-3
plain overestimate: 42.81 %
N_D inferred with plain function: 5.0619e+15 cm^-3
apparent active fraction: 50.62 %
20 K plain/two-spin n ratio, N_A=0: 1.41421
20 K plain/two-spin n ratio, with N_A: 1.99978
TEMPERATURE COMPARISON (n in cm^-3)
40 K: plain 1.627e+14, two spins 1.139e+14
  split 1s 1.057e+14, screened 1.377e+14
  g with split 1s 2.308; next-shell addition 0.0025
77 K: plain 4.646e+15, two spins 3.593e+15
  split 1s 2.819e+15, screened 4.637e+15
  g with split 1s 3.639; next-shell addition 0.2857
300 K: plain 9.969e+15, two spins 9.949e+15
  split 1s 9.824e+15, screened 9.953e+15
  g with split 1s 8.286; next-shell addition 12.8845
NEGLECTED EFFECTS AT MAIN TEMPERATURE
split 1s: 10 states at 12 meV; n change -7.15 %
next shell: 48 states at 34 meV
screening length: 97.1 nm; shift 1.267 meV
screening n change: +20.88 %
removing N_A: n change +4.32 %
second-electron binding: 2.0 meV; double probability 7.52e-05
dilute-band error in n: +0.00156 %
field for Zeeman energy h=kT: 59.55 T
donor spacing radius: 28.79 nm; orbital radius 1.62 nm
surface barrier: 0.5 V; depletion 254.3 nm
```
